# Steady Flux and Time Lag of a Reversed Organic-Inorganic Bilayer: a numerical check

```python
# Result under test: for linear diffusion and Henry sorption through an initially
# empty bilayer, the steady flux J and the outlet time lag L do not depend on
# which layer faces the vapour; the stored amount does.
#   layer = (thickness l, diffusivity D, sorption coefficient S), concentration = S*p
#   R = l/(D*S) resistance, K = S*l capacity, tau = l^2/D = R*K
#   J = p0/(R1+R2)
#   L = [tau1*(R1/6+R2/2) + tau2*(R2/6+R1/2)]/(R1+R2)
#   h(x) = resistance from entry face to x, divided by R1+R2 (exit weight)
# Internal units: nm, s, Torr, molecules. Entry pressure p0, exit pressure zero.
# The transport parameters are round, rough values for a display moisture barrier.
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp


def resistance(layer):
    return layer[0] / (layer[1] * layer[2])


def capacity(layer):
    return layer[0] * layer[2]


def steady_flux(layers, p0):
    return p0 / sum(resistance(a) for a in layers)


def lag_shares(layers):
    r1, r2 = (resistance(a) for a in layers)
    t1, t2 = (a[0]**2 / a[1] for a in layers)
    return (t1 * (r1 / 6 + r2 / 2) / (r1 + r2),
            t2 * (r2 / 6 + r1 / 2) / (r1 + r2))


def stored_amount(layers, p0):
    r1, r2 = (resistance(a) for a in layers)
    k1, k2 = (capacity(a) for a in layers)
    return p0 * (k1 * (r1 / 2 + r2) + k2 * r2 / 2) / (r1 + r2)


def mean_exit_weights(layers):
    r1, r2 = (resistance(a) for a in layers)
    return r1 / 2 / (r1 + r2), (r1 + r2 / 2) / (r1 + r2)


def lag_shift(layers, p0, densities):
    """Integral of density*h over the film, divided by the steady flux."""
    weights = mean_exit_weights(layers)
    total = sum(q * a[0] * w for q, a, w in zip(densities, layers, weights))
    return total / steady_flux(layers, p0)


def simulate(layers, p0, times, preload=0.0, traps=(0.0, 0.0), rate=0.0,
             gain=(0.0, 0.0), cells=40, rtol=1e-7):
    """Finite-volume transient; D = D0*(1+gain*p/p0); traps fill irreversibly."""
    n = 2 * cells
    dx = np.repeat([a[0] / cells for a in layers], cells)
    diff = np.repeat([a[1] for a in layers], cells)
    sorb = np.repeat([a[2] for a in layers], cells)
    trap = np.repeat(traps, cells)
    slope = np.repeat(gain, cells)
    with_traps = rate > 0

    def fluxes(p):
        half = dx / (2 * sorb * diff * (1 + slope * p / p0))
        inner = (p[:-1] - p[1:]) / (half[:-1] + half[1:])
        return np.concatenate(([(p0 - p[0]) / half[0]], inner,
                               [p[-1] / half[-1]]))

    def rhs(t, y):
        p = y[:n]
        f = fluxes(p)
        gain_rate = (f[:-1] - f[1:]) / dx
        if with_traps:
            capture = rate * p * (trap - y[n:2 * n])
            return np.concatenate(((gain_rate - capture) / sorb, capture,
                                   [f[-1]]))
        return np.concatenate((gain_rate / sorb, [f[-1]]))

    start = np.zeros((2 * n if with_traps else n) + 1)
    start[:n] = preload
    sol = solve_ivp(rhs, (0, times[-1]), start, method="BDF", t_eval=times,
                    rtol=rtol, atol=1e-9)
    assert sol.success
    out = np.array([fluxes(sol.y[:n, j])[-1] for j in range(len(times))])
    lag = times[-1] - sol.y[-1, -1] / out[-1]
    stored = float(np.sum(sorb * dx * sol.y[:n, -1]))
    return {"flux": out, "lag": lag, "stored": stored}


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


# Symbolic check: weighted integral and Laplace expansion give the same lag.
r1, r2, a1, a2, u, z = sp.symbols("r1 r2 a1 a2 u z", positive=True)
rt = r1 + r2
h1, h2 = r1 * u / rt, (r1 + r2 * u) / rt
lag_integral = rt * sp.integrate(
    sp.expand(a1**2 / r1 * h1 * (1 - h1) + a2**2 / r2 * h2 * (1 - h2)), (u, 0, 1))
lag_closed = (a1**2 * (r1 / 6 + r2 / 2) + a2**2 * (r2 / 6 + r1 / 2)) / rt
assert sp.simplify(lag_integral - lag_closed) == 0
transfer = (sp.cosh(a1 * z) * r2 * sp.sinh(a2 * z) / (a2 * z)
            + sp.cosh(a2 * z) * r1 * sp.sinh(a1 * z) / (a1 * z))
expansion = sp.expand(sp.series(transfer, z, 0, 4).removeO())
assert sp.simplify(expansion.coeff(z, 0) - rt) == 0
assert sp.simplify(expansion.coeff(z, 2) / rt - lag_closed) == 0

# Bilayer with comparable resistances, arbitrary consistent units.
generic = [(1.0, 1.0, 1.0), (0.7, 0.4, 2.5)]
for order in (generic, generic[::-1]):
    run = simulate(order, 1.0, [15.0])
    assert close(run["flux"][-1], steady_flux(generic, 1.0), 1e-4)
    assert close(run["lag"], sum(lag_shares(generic)), 2e-3)
    assert close(run["stored"], stored_amount(order, 1.0), 2e-3)

# Worked example.
temperature, p0 = 311.0, 40.0
cm2 = 1e14                                   # nm^2 in one cm^2
thick_ox, thick_hy = 25.0, 100.0             # nm
d_ox_cm, d_hy_cm = 1e-16, 1e-14              # cm^2/s
c_ox, c_hy = 0.1, 1.0                        # molecules/nm^3 at p0
oxide = (thick_ox, d_ox_cm * cm2, c_ox / p0)
hybrid = (thick_hy, d_hy_cm * cm2, c_hy / p0)
orders = {"hybrid to vapour": [hybrid, oxide],
          "hybrid to device": [oxide, hybrid]}
flux = steady_flux([oxide, hybrid], p0)
share_ox, share_hy = lag_shares([oxide, hybrid])
lag = share_ox + share_hy
molar_mass = 18.015                          # g/mol, water
grams = flux * 1e18 * 86400 * molar_mass / const.N_A

# Outlet curve from numerical Laplace inversion.
tau_ox, tau_hy = (a[0]**2 / a[1] for a in (oxide, hybrid))
res_ox, res_hy = resistance(oxide), resistance(hybrid)


def outlet_transform(s):
    x, y = mp.sqrt(s * tau_ox), mp.sqrt(s * tau_hy)
    b = (mp.cosh(x) * res_hy * mp.sinh(y) / y
         + mp.cosh(y) * res_ox * mp.sinh(x) / x)
    return p0 / (s * b)


multiples = [0.5, 1.0, 2.0]
curve = [float(mp.invertlaplace(outlet_transform, m * lag, method="talbot")) / flux
         for m in multiples]
times = [m * lag for m in multiples] + [2e5]
base = {}
for name, order in orders.items():
    run = simulate(order, p0, times)
    base[name] = run
    assert close(run["flux"][-1], flux, 1e-4)
    assert close(run["lag"], lag, 2e-3)
    assert close(run["stored"], stored_amount(order, p0), 2e-3)
    assert np.allclose(run["flux"][:3] / flux, curve, atol=3e-3)

# Departures from the assumptions, in both orders.
residual = 1.0                               # Torr, uniform at the start
trap_density = 0.1                           # molecules/nm^3, in the hybrid
preload_lag, trap_lag, swell = {}, {}, {}
for name, order in orders.items():
    sorbed = [residual * a[2] for a in order]
    preload_lag[name] = lag - lag_shift(order, p0, sorbed)
    run = simulate(order, p0, [2e5], preload=residual)
    assert close(run["lag"], preload_lag[name], 3e-3)

    traps = tuple(trap_density if a is hybrid else 0.0 for a in order)
    trap_lag[name] = lag + lag_shift(order, p0, traps)
    run = simulate(order, p0, [8e5], traps=traps, rate=0.1, cells=25, rtol=1e-6)
    assert close(run["lag"], trap_lag[name], 5e-3)

    gain = tuple(1.0 if a is hybrid else 0.0 for a in order)
    coarse = simulate(order, p0, [2e5], gain=gain, cells=25)
    swell[name] = simulate(order, p0, [2e5], gain=gain, cells=50)
    assert close(coarse["lag"], swell[name]["lag"], 1e-2)
up, down = "hybrid to vapour", "hybrid to device"
assert swell[down]["lag"] - swell[up]["lag"] > 0.05 * lag

# Order-of-magnitude sizes of further neglected effects.
activation = 0.6                             # eV, permeability
k_ev = const.k / const.e
per_kelvin = np.exp(activation / k_ev
                    * (1 / temperature - 1 / (temperature + 1))) - 1
defect_radius, defects_cm2 = 1000.0, 100.0   # nm, per cm^2
defect_ratio = (defects_cm2 / cm2 * np.pi * defect_radius**2
                * p0 / res_hy / flux)
gas_density = const.torr / (const.k * temperature) * 1e-27   # per nm^3 per Torr
air_mm, d_air = 1.0, 0.25                    # mm, cm^2/s
air_ratio = air_mm * 1e6 / (d_air * cm2 * gas_density) / (res_ox + res_hy)
receiver_cm = 1.0
receiver_torr = flux * 4 * lag / (receiver_cm * 1e7) / gas_density

print(f"temperature {temperature:.0f} K, vapour pressure {p0:.0f} Torr")
print(f"thickness: oxide {thick_ox:.0f} nm, hybrid {thick_hy:.0f} nm")
print(f"diffusivity: oxide {d_ox_cm:.1e}, hybrid {d_hy_cm:.1e} cm2/s")
print(f"water content at p0: oxide {c_ox:.1f}, hybrid {c_hy:.1f} molecules/nm3")
print(f"S: oxide {oxide[2]:.4f}, hybrid {hybrid[2]:.4f} molecules/(nm3 Torr)")
print(f"R: oxide {res_ox:.4g}, hybrid {res_hy:.4g} Torr nm2 s/molecule")
print(f"tau = l^2/D: oxide {tau_ox:.0f} s, hybrid {tau_hy:.0f} s")
print(f"steady flux {flux * cm2:.3e} molecules/(cm2 s)")
print(f"steady flux {grams:.2e} g/(m2 day), molar mass {molar_mass} g/mol")
print(f"lag of oxide alone {tau_ox / 6:.0f} s, hybrid alone {tau_hy / 6:.0f} s")
print(f"lag shares in bilayer: oxide {share_ox:.0f} s, hybrid {share_hy:.0f} s")
print(f"bilayer time lag, formula {lag:.0f} s = {lag / 3600:.2f} h")
for name, order in orders.items():
    run = base[name]
    weight = mean_exit_weights(order)[order.index(hybrid)]
    print(f"[{name}]")
    print(f"  simulated flux {run['flux'][-1] * cm2:.3e} molecules/(cm2 s)")
    print(f"  simulated lag {run['lag']:.0f} s")
    print(f"  steady water content {stored_amount(order, p0):.2f} molecules/nm2")
    print(f"  hybrid: mean exit weight {weight:.4f}, mean filling {1 - weight:.4f}")
    print("  simulated flux/steady at 0.5, 1, 2 lags: "
          + ", ".join(f"{v:.3f}" for v in run["flux"][:3] / flux))
    print(f"  lag with residual water at start {preload_lag[name]:.0f} s")
    print(f"  lag with irreversible traps {trap_lag[name]:.0f} s")
    print(f"  lag if hybrid D doubles with loading {swell[name]['lag']:.0f} s")
    print(f"  flux in that case {swell[name]['flux'][-1] * cm2:.3e} molecules/(cm2 s)")
print("Laplace flux/steady at 0.5, 1, 2 lags: "
      + ", ".join(f"{v:.3f}" for v in curve))
print(f"residual water pressure assumed {residual:.1f} Torr")
print(f"trap density assumed in hybrid {trap_density:.1f} molecules/nm3")
print(f"flux change for 1 K at {activation:.1f} eV: {100 * per_kelvin:.1f} %")
print(f"oxide defects: {defects_cm2:.0f} per cm2, radius {defect_radius:.0f} nm")
print(f"defect flux / intact flux, rough {defect_ratio:.1e}")
print(f"air layer {air_mm:.0f} mm, diffusivity {d_air:.2f} cm2/s")
print(f"air resistance / film resistance {air_ratio:.1e}")
print(f"closed receiver {receiver_cm:.0f} cm deep, after 5 lags: {receiver_torr:.4f} Torr")
print("OK")
```

Printed output:

```
temperature 311 K, vapour pressure 40 Torr
thickness: oxide 25 nm, hybrid 100 nm
diffusivity: oxide 1.0e-16, hybrid 1.0e-14 cm2/s
water content at p0: oxide 0.1, hybrid 1.0 molecules/nm3
S: oxide 0.0025, hybrid 0.0250 molecules/(nm3 Torr)
R: oxide 1e+06, hybrid 4000 Torr nm2 s/molecule
tau = l^2/D: oxide 62500 s, hybrid 10000 s
steady flux 3.984e+09 molecules/(cm2 s)
steady flux 1.03e-04 g/(m2 day), molar mass 18.015 g/mol
lag of oxide alone 10417 s, hybrid alone 1667 s
lag shares in bilayer: oxide 10500 s, hybrid 4987 s
bilayer time lag, formula 15486 s = 4.30 h
[hybrid to vapour]
  simulated flux 3.984e+09 molecules/(cm2 s)
  simulated lag 15490 s
  steady water content 101.05 molecules/nm2
  hybrid: mean exit weight 0.0020, mean filling 0.9980
  simulated flux/steady at 0.5, 1, 2 lags: 0.122, 0.591, 0.953
  lag with residual water at start 14574 s
  lag with irreversible traps 15986 s
  lag if hybrid D doubles with loading 13434 s
  flux in that case 3.992e+09 molecules/(cm2 s)
[hybrid to device]
  simulated flux 3.984e+09 molecules/(cm2 s)
  simulated lag 15490 s
  steady water content 1.45 molecules/nm2
  hybrid: mean exit weight 0.9980, mean filling 0.0020
  simulated flux/steady at 0.5, 1, 2 lags: 0.122, 0.591, 0.953
  lag with residual water at start -47920 s
  lag with irreversible traps 265986 s
  lag if hybrid D doubles with loading 15482 s
  flux in that case 3.984e+09 molecules/(cm2 s)
Laplace flux/steady at 0.5, 1, 2 lags: 0.122, 0.591, 0.953
residual water pressure assumed 1.0 Torr
trap density assumed in hybrid 0.1 molecules/nm3
flux change for 1 K at 0.6 eV: 7.4 %
oxide defects: 100 per cm2, radius 1000 nm
defect flux / intact flux, rough 7.9e-04
air layer 1 mm, diffusivity 0.25 cm2/s
air resistance / film resistance 1.3e-09
closed receiver 1 cm deep, after 5 lags: 0.0079 Torr
OK
```
